# The Omitted Zero-Wavevector Term of Exact Exchange in Periodic Insulators: test program

```python
"""Finite-mesh error of exact exchange when the Q = q+G = 0 term is dropped.

Result under test, per occupied spin-orbital of an insulator:
    E_mesh - E_limit = xi/2 - pi*sigma2/Omega + smaller terms
xi      minus the Madelung potential of the supercell (2.837297/L if cubic)
Omega   supercell volume; L = n*a for an n x n x n mesh and cell side a
sigma2  mean square of one Cartesian component of the separation s
        under the exchange hole P(s), so <s^2> = 3*sigma2
Model: one filled band, one spin, in the separable potential
    -V0*[cos(2 pi x/a) + cos(2 pi y/a) + cos(2 pi z/a)].
Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
A = 6.0          # cell side, bohr
V0 = 0.4         # potential amplitude, hartree
GMAX = 10        # plane waves -GMAX..GMAX along each axis
ZONES = 7        # Q runs over -ZONES..ZONES reciprocal vectors
PI = np.pi


def squared_norm(axes):
    """|K|^2 on a product grid, with K = 0 marked as infinite."""
    x, y, z = axes
    k2 = (x[:, None, None]**2 + y[None, :, None]**2
          + z[None, None, :]**2)
    k2[k2 == 0] = np.inf
    return k2


def madelung_xi(lengths):
    """Ewald sum; real-space images are below erfc(6), negligible."""
    lengths = np.array(lengths, dtype=float)
    volume = lengths.prod()
    alpha = 6 / lengths.min()
    axes = []
    for length in lengths:
        m = int(12 * alpha * length / (2 * PI)) + 1
        axes.append(2 * PI / length * np.arange(-m, m + 1))
    k2 = squared_norm(axes)
    recip = 4 * PI / volume * np.sum(np.exp(-k2 / (4 * alpha**2)) / k2)
    return 2 * alpha / np.sqrt(PI) + PI / (alpha**2 * volume) - recip


def bands(n):
    """Energies and plane-wave coefficients c[k, g, band] in 1D."""
    g = 2 * PI / A * np.arange(-GMAX, GMAX + 1)
    k = 2 * PI / (n * A) * np.arange(n)
    hop = np.eye(len(g), k=1) + np.eye(len(g), k=-1)
    h = np.array([np.diag(0.5 * (q + g)**2) - V0 / 2 * hop for q in k])
    energy, coeff = np.linalg.eigh(h)
    return k[:, None] + g[None, :], energy, coeff


def pair_weight(n, band=0, k_indices=None):
    """k-averaged |<band,k|exp(-iQx)|occupied,k+Q>|^2 for all Q."""
    _, _, c = bands(n)
    width = c.shape[1]
    occupied = np.pad(c[:, :, 0], ((0, 0), (ZONES, ZONES)))
    k_indices = range(n) if k_indices is None else k_indices
    m = np.arange(-ZONES * n, ZONES * n + 1)
    weight = np.zeros(len(m))
    for j in k_indices:
        shift, target = np.divmod(j + m, n)
        columns = shift[:, None] + ZONES + np.arange(width)
        rows = occupied[target[:, None], columns]
        weight += (rows @ c[j, :, band])**2
    return weight / len(k_indices)


def dropped_exchange(mesh, weights):
    """-(1/2 Omega) sum over Q != 0 of 4 pi/Q^2 times the weights."""
    axes = [2 * PI / (n * A) * np.arange(-ZONES * n, ZONES * n + 1)
            for n in mesh]
    kernel = 4 * PI / squared_norm(axes)
    total = ((kernel @ weights[2]) @ weights[1]) @ weights[0]
    return -0.5 * total / (np.prod(mesh) * A**3)


# --- Madelung constant by three roads, for L = 1 ---
xi_unit = madelung_xi([1, 1, 1])
nodes, wts = np.polynomial.legendre.leggauss(60)
y, wy = nodes / 2, wts / 2
face2 = y[:, None]**2 + y[None, :]**2 + 0.25
cube_inv_r = 1.5 * (wy @ (1 / np.sqrt(face2)) @ wy)
cube_inv_r2 = 3.0 * (wy @ (1 / face2) @ wy)


def lattice_difference(half, power):
    """Nonzero lattice sum of r^-power and its cube integral."""
    m = np.arange(-half, half + 1, dtype=float)
    r2 = squared_norm([m, m, m])
    side = 2 * half + 1
    if power == 1:
        return np.sum(1 / np.sqrt(r2)) - side**2 * cube_inv_r
    return side * cube_inv_r2 - np.sum(1 / r2)


# Neutral cells (point charge plus background) have second moment -1/4,
# so their direct sum has a mean potential that must be removed.
direct_potential = lattice_difference(40, 1)
mean_potential = -(2 * PI / 3) * (-3 / 12)
xi_real = mean_potential - direct_potential
assert abs(xi_real - xi_unit) < 1e-4   # truncated lattice sum

# Quadrature error of 1/q^2; its 1/side tail is extrapolated away.
d20, d40 = lattice_difference(20, 2), lattice_difference(40, 2)
xi_quadrature = (81 * d40 - 41 * d20) / (81 - 41) / PI
assert abs(xi_quadrature - xi_unit) < 1e-4   # next tail order
mini_cell = cube_inv_r2 / PI
assert 0 < mini_cell < xi_unit

# --- Exchange hole from the real-space density matrix ---
BIG, POINTS = 24, 48
momentum, energy, coeff = bands(BIG)
gap = (2 * energy[:, 0].min() + energy[:, 1].min()
       - 3 * energy[:, 0].max())
assert gap > 0
length_big = BIG * A
ds = A / POINTS
x = ds * np.arange(BIG * POINTS)
psi = np.array([coeff[j, :, 0] @ np.exp(1j * np.outer(momentum[j], x))
                for j in range(BIG)]) / np.sqrt(length_big)
gamma = psi[:, :POINTS].T @ psi.conj()
hole = sum(ds * np.abs(np.roll(gamma[i], -i))**2 for i in range(POINTS))
s = np.where(x > length_big / 2, x - length_big, x)
hole_norm = ds * hole.sum()
sigma2 = ds * np.sum(hole * s**2)
assert abs(hole_norm - 1) < 1e-10
q_big = 2 * PI / length_big * np.arange(-ZONES * BIG, ZONES * BIG + 1)
hole_ft = ds * np.cos(np.outer(q_big, s)) @ hole
assert np.max(np.abs(hole_ft - pair_weight(BIG))) < 1e-9

# --- Infinite-mesh exchange: 1/s as an integral over Gaussians ---
U_SPLIT = 3.0


def gaussian_mean_real(u):
    return ds * np.exp(-np.outer(u**2, s**2)) @ hole


def gaussian_mean_fourier(u):
    damp = np.exp(-np.outer(1 / (4 * u**2), q_big**2))
    return np.sqrt(PI) / (u * length_big) * (damp @ hole_ft)


u0 = np.array([U_SPLIT])
assert abs(gaussian_mean_real(u0) - gaussian_mean_fourier(u0))[0] < 1e-9
t, wt = np.polynomial.legendre.leggauss(120)
t, wt = (t + 1) / 2, wt / 2
low = U_SPLIT * np.sum(wt * gaussian_mean_real(U_SPLIT * t)**3)
high = np.sum(wt * U_SPLIT / t**2 * gaussian_mean_fourier(U_SPLIT / t)**3)
e_limit = -(low + high) / np.sqrt(PI)

# --- Mesh sums with the Q = 0 term dropped ---
table = {}
for n in (2, 3, 4, 6, 8, 12):
    w = pair_weight(n)
    e_mesh = dropped_exchange((n, n, n), (w, w, w))
    half_xi = madelung_xi([n * A] * 3) / 2
    error = e_mesh - e_limit
    table[n] = (e_mesh, error, half_xi, error - half_xi)
slope_raw = np.log(table[12][1] / table[6][1]) / np.log(8)
slope_corr = np.log(table[12][3] / table[6][3]) / np.log(8)
predicted_rest = -PI * sigma2 / (12 * A)**3
rest_ratio = table[12][3] / predicted_rest
assert abs(slope_raw + 1 / 3) < 0.005   # remainder still present
assert abs(slope_corr + 1) < 0.03       # higher orders in 1/L
assert abs(rest_ratio - 1) < 0.02       # higher orders in 1/L

# --- Same number of k-points, elongated supercell ---
long_mesh = (4, 4, 32)
w4, w32 = pair_weight(4), pair_weight(32)
long_error = dropped_exchange(long_mesh, (w4, w4, w32)) - e_limit
long_half_xi = madelung_xi([n * A for n in long_mesh]) / 2
assert abs(long_error - long_half_xi) < 5e-4   # O(1/Omega) and tails
assert long_error * table[8][1] < 0

# --- Level shifts at k = 0 between two meshes ---
level = {}
for n in (6, 12):
    occ = pair_weight(n, 0, [0])
    emp = pair_weight(n, 1, [0])
    level[n] = (2 * dropped_exchange((n, n, n), (occ, occ, occ)),
                2 * dropped_exchange((n, n, n), (emp, occ, occ)))
change_occ = level[6][0] - level[12][0]
change_emp = level[6][1] - level[12][1]
change_xi = 2 * (table[6][2] - table[12][2])
assert abs(change_occ - change_xi) < 1e-3   # O(1/Omega) terms
assert abs(change_emp) < 1e-3               # O(1/Omega) terms

n_needed = int(np.ceil(xi_unit / 2 / (A * 1e-3)))

print(f"xi*L, simple cubic, Ewald: {xi_unit:.6f}")
print(f"xi*L, real-space neutral cells: {xi_real:.6f}")
print(f"  direct potential*L before mean removal: {direct_potential:.6f}")
print(f"  mean potential*L removed: {mean_potential:.6f}")
print(f"xi*L, quadrature error of 1/q^2: {xi_quadrature:.6f}")
print(f"  part from omitted q=0 mini-cell: {mini_cell:.6f}")
print(f"  its fraction of xi*L: {mini_cell / xi_unit:.4f}")
print(f"  part from all other cells: {xi_unit - mini_cell:.6f}")
print(f"Cell side a: {A:.1f} bohr")
print(f"Potential amplitude V0: {V0:.1f} hartree")
print(f"Band gap of model: {gap:.4f} hartree")
print(f"Integral of exchange hole: {hole_norm:.8f}")
print(f"sigma2 (one component): {sigma2:.5f} bohr^2")
print(f"<s^2> (three components): {3 * sigma2:.5f} bohr^2")
print(f"Infinite-mesh exchange per orbital: {e_limit:.7f} hartree")
print("Per spin-orbital, energies in hartree:")
print("  n   N_k  L/bohr  E_mesh      error      xi/2       error-xi/2")
for n, (e_mesh, error, half_xi, rest) in table.items():
    print(f" {n:2d} {n**3:5d} {n * A:6.1f} {e_mesh:11.7f}"
          f" {error:10.7f} {half_xi:10.7f} {rest:12.4e}")
print(f"Raw error at n=12: {table[12][1] * HARTREE_EV:.4f} eV")
print(f"Corrected error at n=12: {table[12][3] * HARTREE_EV:.3e} eV")
print(f"Exponent of N_k, raw error, n=6 to 12: {slope_raw:.4f}")
print(f"Exponent of N_k, corrected, n=6 to 12: {slope_corr:.4f}")
print(f"Predicted remainder at n=12: {predicted_rest:.4e} hartree")
print(f"Remainder, computed/predicted, n=12: {rest_ratio:.4f}")
print(f"Mesh 4x4x32, N_k: {np.prod(long_mesh)}")
print(f"Mesh 4x4x32, error: {long_error:.6f} hartree")
print(f"Mesh 4x4x32, xi/2: {long_half_xi:.6f} hartree")
print("Exchange level at k=0, value at n=6 minus value at n=12:")
print(f"  occupied level: {change_occ:.6f} hartree")
print(f"  empty level: {change_emp:.6f} hartree")
print(f"  change of xi: {change_xi:.6f} hartree")
print(f"n for raw error below 1 millihartree (xi/2 only): {n_needed}")
print(f"  corresponding N_k: {n_needed**3}")
print("every check passed")
```

Running it gives:

```
xi*L, simple cubic, Ewald: 2.837297
xi*L, real-space neutral cells: 2.837301
  direct potential*L before mean removal: -2.313703
  mean potential*L removed: 0.523599
xi*L, quadrature error of 1/q^2: 2.837295
  part from omitted q=0 mini-cell: 2.442750
  its fraction of xi*L: 0.8609
  part from all other cells: 0.394548
Cell side a: 6.0 bohr
Potential amplitude V0: 0.4 hartree
Band gap of model: 0.3290 hartree
Integral of exchange hole: 1.00000000
sigma2 (one component): 2.16875 bohr^2
<s^2> (three components): 6.50626 bohr^2
Infinite-mesh exchange per orbital: -0.2810736 hartree
Per spin-orbital, energies in hartree:
  n   N_k  L/bohr  E_mesh      error      xi/2       error-xi/2
  2     8   12.0  -0.1691953  0.1118783  0.1182207  -6.3424e-03
  3    27   18.0  -0.2031942  0.0778794  0.0788138  -9.3438e-04
  4    64   24.0  -0.2224885  0.0585851  0.0591104  -5.2522e-04
  6   216   36.0  -0.2418136  0.0392600  0.0394069  -1.4692e-04
  8   512   48.0  -0.2515802  0.0294934  0.0295552  -6.1736e-05
 12  1728   72.0  -0.2613884  0.0196852  0.0197035  -1.8270e-05
Raw error at n=12: 0.5357 eV
Corrected error at n=12: -4.972e-04 eV
Exponent of N_k, raw error, n=6 to 12: -0.3320
Exponent of N_k, corrected, n=6 to 12: -1.0025
Predicted remainder at n=12: -1.8254e-05 hartree
Remainder, computed/predicted, n=12: 1.0009
Mesh 4x4x32, N_k: 512
Mesh 4x4x32, error: -0.093361 hartree
Mesh 4x4x32, xi/2: -0.093277 hartree
Exchange level at k=0, value at n=6 minus value at n=12:
  occupied level: 0.039314 hartree
  empty level: 0.000032 hartree
  change of xi: 0.039407 hartree
n for raw error below 1 millihartree (xi/2 only): 237
  corresponding N_k: 13312053
every check passed
```
